# Strain balance of a coherent bilayer with unequal stiffnesses

## Problem

A superlattice is to be grown on a thick (001) substrate of in-plane lattice constant $a_0=0.549$ nm. Each period holds two cubic layers. Layer 1 is stiff and has the relaxed lattice constant $a_1=0.543$ nm; layer 2 is softer and has $a_2=0.557$ nm. Their elastic constants are

- layer 1: $C_{11}=166$ GPa, $C_{12}=64$ GPa;
- layer 2: $C_{11}=144$ GPa, $C_{12}=54$ GPa.

Layer 2 has the relaxed thickness $t_2=5$ nm. All interfaces are coherent, so both layers share one in-plane lattice constant.

(a) Which thickness $t_1$ makes the substrate constant $a_0$ the one that minimises the elastic energy of the period?

(b) What error is made if the common lattice constant is taken as the thickness-weighted mean of $a_1$ and $a_2$?

(c) Is the answer to (a) accurate enough to serve as a growth prescription?

Thicknesses $t_i$ are those of the relaxed material, so that they count atoms. Strain and stress are positive in tension.

## A tempting solution

Each layer pulls the common lattice constant towards its own, and a thicker layer pulls harder. This suggests

$$a_{\rm avg}=\frac{t_1a_1+t_2a_2}{t_1+t_2}.$$

Setting $a_{\rm avg}=a_0$ and multiplying by $t_1+t_2$ gives $t_1(a_0-a_1)=t_2(a_2-a_0)$, hence

$$t_1=t_2\,\frac{a_2-a_0}{a_0-a_1}=5\times\frac{0.008}{0.006}=6.667\ \text{nm}.$$

## Where it goes wrong

The condition $t_1(a_0-a_1)=t_2(a_2-a_0)$ balances thickness times *stretch*. Mechanical equilibrium balances *forces*, and equal stretches of unequal materials do not produce equal forces. No elastic constant has entered, so for small misfit the result can be right only if the two stiffnesses agree. The energy shows which stiffness is meant and how it enters.

## Solution of (a): minimising the energy

**Energy of one layer.** Let the in-plane strain be $e$ in both directions and the normal strain $z$. There is no shear. The linear-elastic energy per relaxed volume of a cubic crystal is

$$W=\tfrac12C_{11}(2e^2+z^2)+C_{12}(e^2+2ez).$$

The surface is free, so $z$ adjusts until $\partial W/\partial z=C_{11}z+2C_{12}e=0$. Thus $z=-2(C_{12}/C_{11})e$. Inserting this,

$$W=(C_{11}+C_{12})e^2+\frac{2C_{12}^2}{C_{11}}e^2-\frac{4C_{12}^2}{C_{11}}e^2=Ae^2,$$

$$A=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}.$$

This is the biaxial modulus: the in-plane stress is $\tfrac12\,dW/de=Ae$, the half arising because two equal stresses do work. The given constants yield $A_1=180.65$ GPa and $A_2=157.50$ GPa, with ratio $r=A_1/A_2=1.147$.

**Energy of the bilayer.** The layers are assumed to stay flat, as they do on a thick wafer; a free bilayer would also lower its energy by bending. Interface energies do not depend on $a$ in this model. The number of atoms must stay fixed while $a$ varies, so consider a column one cubic cell wide. In layer $i$ its relaxed volume is $a_i^2t_i$, and its strain is $e_i=(a-a_i)/a_i$. The column energy is

$$E(a)=\sum_i a_i^2t_iA_i\frac{(a-a_i)^2}{a_i^2}=\sum_i A_it_i(a-a_i)^2.$$

The reference area cancels the denominator of the squared strain. Differentiation gives

$$\frac{dE}{da}=2\sum_iA_it_i(a-a_i),\qquad \frac{d^2E}{da^2}=2\sum_iA_it_i>0.$$

The single stationary point is therefore a minimum, at

$$a_*=\frac{A_1t_1a_1+A_2t_2a_2}{A_1t_1+A_2t_2}.$$

The weight of a layer is its stiffness times its thickness, as for two springs in parallel.

**Balanced thickness.** Requiring $a_*=a_0$ means $A_1t_1(a_0-a_1)=A_2t_2(a_2-a_0)$, or

$$\frac{t_1}{t_2}=\frac{A_2}{A_1}\,\frac{a_2-a_0}{a_0-a_1}.$$

The ratio is positive only if $a_0$ lies between $a_1$ and $a_2$: one layer must be stretched and the other compressed. Here

$$t_1=5\times\frac{157.50}{180.65}\times\frac{0.008}{0.006}=5.812\ \text{nm}.$$

The strains are $e_1=+1.105\%$ and $e_2=-1.436\%$. Balance removes the net force, not the stress inside each layer. It also changes the normal spacing: layer 1 contracts by 0.852% along the normal, so its thickness as grown is 5.763 nm, while layer 2 expands by 1.077%, to 5.054 nm.

**A related formula.** One may instead minimise $\sum_iA_it_ie_i^2$, an energy per area in which both layers are assigned the same reference area. Its derivative contains $A_it_i(a-a_i)/a_i^2$, so the balanced $t_1/t_2$ acquires the factor $(a_1/a_2)^2$. This gives 5.524 nm, about 5% less. The difference is of first order in the misfit. Terms of that order also come from nonlinear elasticity, so it warns that linear theory fixes the ratio only to leading order in misfit.

## Solution of (b): the error of averaging

**Error in thickness.** Dividing the averaged ratio by the balanced one leaves

$$\frac{(t_1/t_2)_{\rm avg}}{(t_1/t_2)_{\rm bal}}=\frac{A_1}{A_2}=r.$$

With the fixed-atom linear energy used here, the relative error is $r-1$, whatever the substrate and the misfit. Here the stiff layer is made 14.7% too thick relative to the linear balance: 6.667 nm instead of 5.812 nm, a difference of about six atomic layers, each of relaxed height $a_1/4\approx0.14$ nm.

**Error in lattice constant.** Let $x=t_1/(t_1+t_2)$. Dividing numerator and denominator of $a_*$ by $A_2(t_1+t_2)$,

$$a_*=\frac{rxa_1+(1-x)a_2}{rx+1-x}=a_1+(a_2-a_1)\frac{1-x}{1-x+rx}.$$

Likewise $a_{\rm avg}=a_1+(a_2-a_1)(1-x)$. Subtracting,

$$a_*-a_{\rm avg}=(a_2-a_1)(1-x)\,\frac{1-(1-x+rx)}{1-x+rx}
=(a_2-a_1)\frac{(1-r)x(1-x)}{1-x+rx}.$$

The error vanishes for equal stiffnesses, and when one layer is absent. For $r>1$ the true minimum lies closer to $a_1$, the constant of the stiffer layer.

To find the worst thickness fraction, write the reciprocal of the $x$-dependent factor:

$$\frac{1-x+rx}{x(1-x)}=\frac1x+\frac{r}{1-x}.$$

It is smallest where $-1/x^2+r/(1-x)^2=0$, that is, $1-x=\sqrt r\,x$ and $x=1/(1+\sqrt r)$. There it equals

$$(1+\sqrt r)+\sqrt r\,(1+\sqrt r)=(1+\sqrt r)^2.$$

Since $|1-r|=|\sqrt r-1|(\sqrt r+1)$, the largest error is

$$|a_*-a_{\rm avg}|_{\max}=|a_2-a_1|\,\frac{|\sqrt r-1|}{\sqrt r+1}.$$

For $r=1.147$ this is 3.43% of the lattice gap, at $x=0.483$. For a stiffness ratio of 3 it is 26.8%, at $x=0.366$. As $r\to\infty$ it approaches the whole gap: a thin but very stiff layer then dictates the lattice constant.

The averaged design has $x=6.667/11.667=0.571$. Its energy minimum lies at 0.548535 nm, which is 0.465 pm below $a_0$, or 3.3% of the 14 pm gap. This looks harmless beside a thickness error of 14.7%. The two are consistent: with $p=A_1t_1/(A_1t_1+A_2t_2)$, a small relative change $\delta$ of $t_1/t_2$ moves $a_*$ by $-(a_2-a_1)p(1-p)\delta$, and $p(1-p)$ cannot exceed one quarter. A modest lattice error can therefore hide a considerable thickness error.

**Force left on the wafer.** Let $F$ be the tension per width in one period. Enlarging the column area $a^2$ requires the work $F\,d(a^2)=2Fa\,da$. Equating this to $dE$ at $a=a_0$,

$$F=\frac1{2a_0}\frac{dE}{da}\bigg|_{a_0}=\frac1{a_0}\sum_iA_it_i(a_0-a_i).$$

In the averaged design $t_2(a_0-a_2)=-t_1(a_0-a_1)$, so

$$F=\frac{(A_1-A_2)\,t_1(a_0-a_1)}{a_0}
=\frac{23.15\times6.667\times0.006}{0.549}\ \text{N/m}=1.69\ \text{N/m},$$

because 1 GPa nm is 1 N/m. The force is tensile: the stretched layer is the stiffer one. As long as the stack stays coherent, it adds up from period to period and would reach 67.5 N/m after 40 periods.

The effect on the wafer itself is small. Take a plate of thickness $H=0.70$ mm and biaxial modulus $M_w=A_1$. The film force compresses it uniformly by $F_{\rm tot}/(M_wH)$. It also exerts a moment $F_{\rm tot}H/2$ per width against the bending stiffness $M_wH^3/12$, giving the curvature $6F_{\rm tot}/(M_wH^2)$ and a further surface compression $3F_{\rm tot}/(M_wH)$. The bending radius is 219 m, and the total surface strain is $-4F_{\rm tot}/(M_wH)=-2.1\times10^{-6}$. Against layer strains of about $10^{-2}$, the assumption of a fixed, flat substrate is sound.

**When could the stack relax?** The averaged design has the mean strain $\bar e=(a_0-a_*)/a_*=0.0848\%$. Misfit dislocations can relieve it once the stack is thick enough. Consider two orthogonal arrays, each with $\rho$ dislocations per length. Each dislocation removes an in-plane displacement $b\cos\lambda$, where $b$ is the Burgers length and $\lambda$ the angle between the Burgers vector and the in-plane direction of relief. In a stack of thickness $h$ and isotropic biaxial modulus $M$, the energy per area is

$$U(\rho)=Mh(\bar e-\rho b\cos\lambda)^2+2\rho E_{\rm line}.$$

Its slope at $\rho=0$ is $-2Mh\bar e\,b\cos\lambda+2E_{\rm line}$. The first dislocations lower the energy when $Mh\bar e\,b\cos\lambda>E_{\rm line}$. For the line energy I take the usual isotropic continuum estimate

$$E_{\rm line}=\frac{Gb^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}\left(\ln\frac hb+1\right),$$

where $G$ is the shear modulus, $\nu$ Poisson's ratio and $\beta$ the angle between the line and its Burgers vector; the added 1 stands for the core. With $M=2G(1+\nu)/(1-\nu)$, $G$ cancels at the threshold:

$$h=\frac{b(1-\nu\cos^2\beta)}{8\pi(1+\nu)\bar e\cos\lambda}\left(\ln\frac hb+1\right).$$

For $b=a_0/\sqrt2=0.388$ nm, $\nu=0.28$ and both cosines equal to 0.5, the prefactor is about 26.5 nm. At $h\approx191$ nm the bracket is 7.2, which closes the equation. That is about 16 whole periods. During growth the threshold is reached earlier, because the stack repeatedly ends on a stiff layer whose tension, about 13 N/m, is not yet balanced by a soft one. Adding this force to that of the periods below lowers the threshold to about 90 nm, or seven periods and one stiff layer. The same estimate for single layers on the substrate gives 8.2 nm for layer 1 and 5.8 nm for layer 2, above the thicknesses used here. In this linear estimate the individual layers are below their dislocation threshold while the accumulated stack is not. The numbers are rough: the isotropic relation ties the line energy to $G\approx48$ GPa, whereas the shear modulus $(C_{11}-C_{12}+C_{44})/3$ for glide on {111} planes is nearer 58 GPa for typical $C_{44}$, which raises these thresholds by a quarter to a half. The estimate also assumes flat layers; a real compressed layer at this misfit can relieve strain by surface roughening during growth. The threshold says when relaxation becomes energetically favourable; its actual onset also requires dislocations to form and move.

## Solution of (c): what linear elasticity leaves out

The correction found in (b) is 14.7%, while the lattice gap is about 2.5% of the lattice constant. Crystals usually stiffen in compression and soften in tension, so the next elastic order must be compared with the correction.

**The anharmonic shift.** Use the Lagrangian strains $\eta=e+e^2/2$ in the plane and $\zeta$ along the normal. The third-order energy of a cubic crystal under this strain is

$$W_3=\frac{C_{111}}6(2\eta^3+\zeta^3)+C_{112}(\eta^3+\eta^2\zeta+\eta\zeta^2)+C_{123}\eta^2\zeta.$$

To this order one may insert the linear relaxation $\zeta=-s\eta$, with $s=2C_{12}/C_{11}$: since the quadratic energy is stationary in $\zeta$, a correction to $\zeta$ changes the energy only at fourth order. Then $W_3=K\eta^3$, with

$$K=\frac{C_{111}}6(2-s^3)+C_{112}(1-s+s^2)-C_{123}s.$$

The quadratic part is $A\eta^2=Ae^2+Ae^3+\dots$, so $W=Ae^2+(A+K)e^3$ to third order. The contribution of a layer to $dE/da$ becomes

$$a_it_i\left[2A_ie_i+3(A_i+K_i)e_i^2\right]=2A_it_i(a-a_i)(1+\gamma_ie_i),\qquad \gamma_i=\frac{3(A_i+K_i)}{2A_i}.$$

The balanced thickness is therefore multiplied by $(1+\gamma_2e_2)/(1+\gamma_1e_1)$.

Rough constants $(C_{111},C_{112},C_{123})$ are $(-800,-450,-60)$ GPa for layer 1 and $(-750,-400,-50)$ GPa for layer 2. They give $K_1\approx-530$ GPa and $K_2\approx-485$ GPa, hence $\gamma_1\approx-2.9$ and $\gamma_2\approx-3.1$. The factor is

$$\frac{1+3.1\times0.01436}{1-2.9\times0.01105}\approx1.08.$$

Stretching weakens the stiff layer and compression strengthens the soft one, so more of the stiff layer is needed. Numerical minimisation with the cubic terms gives $t_1=6.27$ nm, 7.9% above the linear balance.

This lies between the two simple designs, slightly nearer the average:

| Design | $t_1$ (nm) | Anharmonic force per period (N/m) | Relaxation estimate, whole periods (nm) |
|---|---:|---:|---:|
| linear balance | 5.81 | −0.87 | 370 |
| simple average | 6.67 | +0.76 | 475 |

Thus the average is wrong within the linear model, yet with the constants used here it leaves a slightly smaller net force than the linear balance once anharmonicity is included. The two forces are so close that other plausible third-order constants could reverse their order. The signs differ: one stack is left in compression, the other in tension. The 191 nm found above was too pessimistic for the averaged design, because linear elasticity overstated its residual strain. As before, these estimates hold for whole periods; one extra layer of the kind that adds to the net force, soft in the linear design and stiff in the averaged one, lowers the value in the table to a little over half.

This does not restore averaging as a general rule. At fixed stiffness ratio its error $r-1$ remains when the misfit shrinks, whereas the anharmonic shift fades. With both misfits reduced tenfold, the shift falls from 7.86% to 0.77%. The linear balance is then much the better design. If instead the stiffer layer had the *larger* lattice constant, it would be the compressed one, and with $\gamma_i$ still negative the anharmonic shift would add to the stiffness correction instead of opposing it.

**The real case.** The parameters are rough typical values for a silicon layer and a silicon–germanium layer with about 60% germanium, on a relaxed silicon–germanium buffer carried by a silicon wafer. Besides linear elasticity, several assumptions matter at the level of a few per cent. The following shifts are relative to the linear balance, each taken with the other inputs fixed:

- *Growth temperature.* For a rise of 500 K, with rough expansion coefficients of $4.0\times10^{-6}$ K$^{-1}$ for layer 1 and the wafer-controlled substrate constant and $5.5\times10^{-6}$ K$^{-1}$ for layer 2, the balanced $t_1$ becomes 6.12 nm, a rise of 5.2%.
- *Composition.* One percentage point more germanium in layer 2 raises the balanced $t_1$ by 2.9%, if the lattice constant varies linearly with composition.
- *Buffer relaxation.* Differentiating the logarithm of the balanced ratio gives $-\delta a_0[1/(a_2-a_0)+1/(a_0-a_1)]$. An error of only 0.1 pm in $a_0$ changes the ratio by 2.9%.
- *Whole atomic layers.* One layer is a little over 2% of $t_1$.

The answer to (c) is therefore no. The value 5.81 nm is the balance of the linear model, not a growth prescription at this misfit. A design needs the anharmonic terms, a choice of the temperature at which the force should vanish, and measured values of $a_0$ and composition. While the stack is still coherent, the remaining force can then be trimmed by changing one thickness, guided by the change in wafer curvature that the stack itself causes at the chosen temperature. Once dislocations form, they too reduce the curvature, and a small value no longer proves balance. The total curvature is not a safe guide, because the buffer, too, can bend the wafer on cooling. The main values are listed in the numerical output below.

## Computed results

```
Lattice constants stiff, soft, substrate: 0.543, 0.557, 0.549 nm
Stiff layer C11, C12: 166, 64 GPa
Soft layer C11, C12: 144, 54 GPa
Biaxial moduli A1, A2: 180.65, 157.50 GPa
Stiffness ratio A1/A2: 1.1470 (dimensionless)
In-plane strains stiff, soft: 1.105, -1.436 %
Normal strains stiff, soft: -0.852, 1.077 %
Soft layer relaxed thickness: 5.000 nm
Stiff layer, linear balance: 5.812 nm
Stiff layer, simple average: 6.667 nm
Linear balanced ratio t1/t2: 1.1625 (dimensionless)
Averaged ratio t1/t2: 1.3333 (dimensionless)
Average ratio error against linear balance: 14.70 %
Grown thickness stiff (linear), soft: 5.763, 5.054 nm
Grown stiff thickness from average: 6.610 nm
Stiff layer using per-area energy: 5.524 nm
Per-area thickness change: -4.96 %
Free common lattice constant, averaged design: 0.548535 nm
Lattice error a_star-a_average, averaged design: -0.465 pm
Stiffness ratio 1.147: worst thickness fraction 0.483 (dimensionless)
Stiffness ratio 1.147: worst error / lattice gap 3.43 %
Stiffness ratio 3.000: worst thickness fraction 0.366 (dimensionless)
Stiffness ratio 3.000: worst error / lattice gap 26.79 %
Linear residual force per period, average: 1.687 N/m
Linear mean stack strain, average: 0.0848 %
Estimated relaxation thickness, average: 190.6 nm
Equivalent periods at that thickness: 16.3 (count)
Single-layer limits stiff, soft: 8.24, 5.78 nm
Dislocation inputs: Poisson 0.28, cosines 0.50 (dimensionless)
Burgers length: 0.388 nm
Stiff C111, C112, C123: -800, -450, -60 GPa
Soft C111, C112, C123: -750, -400, -50 GPa
Stiff layer, anharmonic balance: 6.269 nm
Anharmonic change from linear balance: 7.86 %
Same change at one tenth misfit: 0.773 %
Anharmonic force per period, linear design: -0.872 N/m
Anharmonic mean strain, linear design: -0.0476 %
Anharmonic relaxation estimate, linear: 370.4 nm
Anharmonic force per period, average design: 0.759 N/m
Anharmonic mean strain, average design: 0.0383 %
Anharmonic relaxation estimate, average: 474.7 nm
Temperature rise to growth: 500 K
Expansion stiff/wafer, soft: 4.0, 5.5 1e-6/K
Stiff layer balanced at growth temperature: 6.115 nm
Thermal change in balanced thickness: 5.21 %
Soft layer germanium fraction: 60 %
Thickness change for +1 point germanium: 2.92 %
One atomic-layer step a0/4: 0.137 nm
Atomic-layer step / balanced thickness: 2.36 %
Periods and wafer thickness: 40 (count), 0.70 mm
Total linear force, averaged design: 67.47 N/m
Wafer surface strain from this force: -2.134 microstrain
Wafer bending radius: 218.7 m
```
